Recoil angles and energies in a binary collision with inelastic loss

A collision routine that takes the recoil angle as input and returns one elastic energy can be badly wrong once the collision excites the atoms. Take phosphorus at 50,000 eV striking a silicon atom at rest, with 300 eV going into internal excitation. For a recoil at 82° the elastic formula gives 966 eV. Reducing the beam energy by 300 eV first and then using the same formula gives 960 eV. The conservation laws allow neither. They allow 610 eV and 41 eV, and they allow no recoil at all beyond 83.5°. The elastic routine therefore loses a branch and fills a forbidden range of angles.

**Model and notation**

A projectile of mass M₁, velocity v₀ and kinetic energy E₀ meets a free target of mass M₂ at rest. Their final velocities are v₁ and v₂. The masses do not change, the motion is nonrelativistic, and no third body or emitted electron carries away momentum. The kinetic energy converted to internal excitation is Q. Define

M = M₁ + M₂,  μ = M₁M₂/M,  Ec = M₂E₀/M.

Here μ is the reduced mass and Ec will turn out to be the initial energy of relative motion. The main case is 0 < Q < Ec, with Q held fixed while the scattering angle varies. The recoil angle φ is measured from the beam in the laboratory, from 0 to 180°. The projectile's deflection in the centre-of-mass frame is θ, over the same range. The mechanical relations hold in any consistent units, atomic units included.

**Where the loss acts**

Momentum and energy conservation read

M₁v₀ = M₁v₁ + M₂v₂,
M₁v₀²/2 = M₁v₁²/2 + M₂v₂²/2 + Q.

The first is a vector equation. Let V = M₁v₀/M be the centre-of-mass velocity and w = v₁ − v₂ the final relative velocity. Solving these two definitions for the final velocities gives

v₁ = V + (M₂/M)w,
v₂ = V − (M₁/M)w.

Insert them in the final kinetic energy. The terms containing V·w are +(M₁M₂/M)V·w from the projectile and −(M₁M₂/M)V·w from the target, so they cancel. The terms in w² add to

(w²/2)(M₁M₂² + M₂M₁²)/M² = μw²/2.

The final kinetic energy is thus MV²/2 + μw²/2. The same separation holds before the collision, when the relative velocity is v₀. Since V is conserved, the loss must come from the relative part:

μw²/2 = μv₀²/2 − Q.

The initial relative energy is μv₀²/2 = (M₂/M)(M₁v₀²/2) = Ec, as announced. Dividing by it gives the ratio of final to initial relative speed,

w/v₀ = f,  f = √(1 − Q/Ec).

For Q > Ec no final state exists, however large E₀ may be compared with Q. The limit is set by Ec because the centre-of-mass motion cannot be used up.

**The recoil velocity**

Put the x axis along the beam and the y axis in the scattering plane, on the side to which the projectile turns. Then w = f v₀(cos θ, sin θ). Because M₁v₀/M = V, the recoil velocity is

v₂ = V(1 − f cos θ, −f sin θ).

The minus sign in the second component says that the target leaves on the other side of the beam. With recoil speed u and φ counted positive on that side,

u cos φ = V(1 − f cos θ),
u sin φ = V f sin θ.

The first right-hand side is positive for f < 1, so every recoil goes forward. As θ varies, the tip of the recoil velocity moves on a circle of radius fV whose centre lies a distance V from the origin. An elastic collision has f = 1 and the circle passes through the origin. An inelastic loss shrinks the circle, leaving the origin outside. A line from the origin then cuts the circle twice, touches it, or misses it. At tangency the radius fV is perpendicular to the line, which gives sin φ = f.

**The two energies**

To obtain the energies, remove θ. The two component equations give V f cos θ = V − u cos φ and V f sin θ = u sin φ. Square and add:

f²V² = (V − u cos φ)² + u² sin²φ
  = V² − 2uV cos φ + u².

With x = u/V and 1 − f² = Q/Ec this becomes

x² − 2x cos φ + Q/Ec = 0,

whose roots are

x± = cos φ ± √(cos²φ − Q/Ec)
  = cos φ ± √(f² − sin²φ).

The roots are real when sin φ ≤ f. Their product Q/Ec is positive, so they have the same sign, and their sum 2 cos φ makes them positive for φ < 90° and negative for φ > 90°. A speed cannot be negative, so backward angles are excluded. At 90° the square root is imaginary. The allowed range is therefore

0 ≤ φ ≤ φm,  φm = arcsin √(1 − Q/Ec).

Each positive root does belong to a collision: the equation above says that the point ((1 − x cos φ)/f, x sin φ/f) lies on the unit circle, and its coordinates are cos θ and sin θ for one θ between 0 and 180°.

The recoil energy is M₂u²/2 = (M₂V²/2)x². Its scale is

S = M₂V²/2 = M₂M₁²v₀²/(2M²) = M₁M₂E₀/M² = M₁Ec/M.

Hence

T± = S[cos φ ± √(f² − sin²φ)]².

There are two energies at every angle below φm, including φ = 0, and one at φm itself. At φ = 0 they are S(1 + f)², from the head-on collision with θ = 180°, and S(1 − f)², from the kinematic limit θ = 0. In that second limit the projectile is slowed without being turned, and the target takes up the missing momentum.

**What a pair of energies measures**

The product of the roots gives x₊x₋ = Q/Ec. Multiplying by S,

√(T₊T₋) = SQ/Ec = M₁Q/M.

The geometric mean of the two energies is thus the same at all angles below φm, and independent of beam energy, if Q is fixed. The roots merge at φm, so M₁Q/M is also the recoil energy there. A pair measured at one angle gives Q = (M/M₁)√(T₊T₋), provided both members come from the same loss. A single recoil with known E₀, φ and T also gives Q. Put x = √(T/S) in the quadratic and solve for Q:

Q = Ec x(2 cos φ − x).

This second relation makes no assumption about the loss in other collisions.

**Which collision gives which branch**

From the velocity components,

tan φ = f sin θ/(1 − f cos θ).

Differentiate the quotient. The numerator of the derivative is

f cos θ(1 − f cos θ) − f² sin²θ = f(cos θ − f),

where cos²θ + sin²θ = 1 has been used. Since d(tan φ) = dφ/cos²φ and 1 − f cos θ = x cos φ,

dφ/dθ = cos²φ · f(cos θ − f)/(x cos φ)² = f(cos θ − f)/x².

The recoil angle rises from zero, reaches its maximum at θm = arccos f, and falls back to zero at θ = 180°. Because sin φm = f = cos θm, the two angles satisfy φm + θm = 90°. The energy follows from the squared components:

T = S(1 − 2f cos θ + f²),  dT/dθ = 2Sf sin θ.

It grows with θ throughout the interior of the range. Deflections below θm therefore belong to the slow branch, and larger deflections to the fast one.

The turning point also affects intensities. Let σ(θ) be the differential cross-section per unit centre-of-mass solid angle for the chosen loss. Equal numbers of events in corresponding rings require, for the recoil cross-section σR per unit laboratory solid angle,

σR(φ) sin φ |dφ| = Σ σ(θ) sin θ |dθ|,

where the sum runs over the two deflections that give φ. Thus, for 0 < φ < φm,

σR(φ) = Σ σ(θ) (sin θ/sin φ) x²/(f|cos θ − f|).

Near the maximum, φm − φ is proportional to (θ − θm)², so |cos θ − f| is proportional to √(φm − φ). If σ(θm) is finite and nonzero, the ideal recoil intensity diverges as 1/√(φm − φ). The divergence is integrable, and a spread in Q or target velocity smooths it.

**Limits of small and large loss**

For Q much smaller than Ec cos²φ, expand the square root in the roots:

√(cos²φ − Q/Ec) ≈ cos φ − Q/(2Ec cos φ).

To leading order in each branch,

T₊ ≈ 4S cos²φ,
T₋ ≈ SQ²/(4Ec² cos²φ).

The first is the elastic recoil energy. The second vanishes as Q², so the elastic problem shows one moving recoil at each angle below 90°. The expansion fails near 90°, where cos²φ is no longer large compared with Q/Ec, however small the loss. The exact relation cos φm = √(Q/Ec) shows how the edge moves: for small loss it lies about √(Q/Ec) radians below 90°. This square root lets a loss near one per cent of Ec move the edge by several degrees.

At the other end, let Q approach Ec. Then f tends to zero, φm ≈ f in radians, and both energies tend to S. The two atoms leave with nearly the same velocity V. At Q = Ec they have no relative motion, and the one recoil angle is zero.

If internal energy is released instead, Q is negative and f > 1. The product of the roots is then negative, so there is one positive root at every angle from 0 to 180°. A limiting angle below 90° therefore requires a net loss of kinetic energy.

**Implementation**

If a simulation already knows θ and Q, it should build v₂ from its components. No choice of branch then arises. If the input is φ, compute

q = Q/Ec,  D = cos²φ − q.

For 0 < q < 1, reject φ ≥ 90° or D < 0. Otherwise use

x₊ = cos φ + √D,
x₋ = q/x₊.

The second line follows from the product of the roots and avoids subtracting two nearly equal numbers when q is small. The energies are Sx₊² and Sx₋². For each branch, recover θ from cos θ = (1 − x cos φ)/f and sin θ = x sin φ/f with a two-argument arctangent. The projectile keeps E₀ − Q − T. The choice between branches needs the cross-section and the probability of the loss; equal weights have no kinematic basis.

If Q depends on θ, the velocity formula still holds collision by collision, with the local f. Each event obeys the angular limit for its own Q. The number of energies at a given φ can then differ from two, because the tips no longer lie on one circle, and dφ/dθ acquires a term from the change of f.

**Phosphorus on silicon**

Take M₁ = 30.974 u, M₂ = 27.977 u, E₀ = 50,000 eV and Q = 300 eV. The loss is a rough size for two L-shell vacancies with some outer excitation, not a computed excitation energy. The kinematic quantities are

Ec = 50,000 × 27.977/58.951 = 23,729 eV,
Q/Ec = 0.012643,  f = 0.993659,
S = 23,729 × 30.974/58.951 = 12,468 eV.

The limiting angle is φm = arcsin 0.993659 = 83.5°, or 1.458 rad. At 82°, cos φ = 0.13917, so

√D = √(0.019369 − 0.012643) = 0.0820,
x₊ = 0.2212,  x₋ = 0.0572,
T₊ = 610 eV,  T₋ = 41 eV.

Their geometric mean is 158 eV, equal to 300 × 30.974/58.951 eV. Other angles give:

0°: 49,555 eV and 0.50 eV
45°: 24,619 eV and 1.0 eV
70°: 5,514 eV and 4.5 eV

The digits describe the stated inputs; the rough Q does not justify such precision for a real collision. With the other inputs fixed, Q = 200 eV moves the edge to 84.7° and Q = 400 eV moves it to 82.5°.

**Can the slow branch receive this loss?**

At 82° the fast and slow branches have θ = 12.7° and 3.3°, with the turning point at 6.5°. A small deflection means a distant passage, where inner-shell excitation may be unlikely. To estimate the distance, use an elastic orbit in the Ziegler-Biersack-Littmark potential. In atomic units,

U(r) = (Z₁Z₂/r)Φ(r/a),
a = 0.8854/(Z₁^0.23 + Z₂^0.23),
Φ(s) = 0.1818e^(−3.2s) + 0.5099e^(−0.9423s)
  + 0.2802e^(−0.4029s) + 0.02817e^(−0.2016s),

with Z₁ = 15 and Z₂ = 14. For impact parameter b, angular momentum gives the angular speed bv₀/r², and energy gives the radial speed v₀√(1 − U/Ec − b²/r²). Their ratio, integrated over both legs of the orbit, is the angle swept, so

θ = π − 2b ∫ dr/[r²√(1 − U/Ec − b²/r²)],

from the closest approach r₀ to infinity, with b = r₀√(1 − U(r₀)/Ec). Gauss-Legendre quadrature and a root search for r₀ give 0.24 Å for the fast branch, 0.33 Å at the turning point and 0.44 Å for the slow branch. Going from 100 to 200 quadrature points moves the last value by 3 × 10⁻¹² Å, so the error lies in the model. The Molière potential with Firsov screening gives 0.23, 0.33 and 0.46 Å, a shift of 0.02 Å in the slow value. The orbit omits the effect of Q on the deflection; shifting the slow θ by Q/Ec radians either way, as a rough allowance, gives 0.40 to 0.49 Å. The effect depends on how the loss acts. Taken by a radial attractive force over the first 0.05 Å of separation after closest approach, it lowers the distance to about 0.38 Å; taken by a drag along the relative velocity over the same stretch, it leaves the distance at 0.44 Å.

For comparison, a hydrogen-like 2p orbital has mean radius 5/(Z − 4.15) bohr with Slater screening. This gives 0.24 Å for phosphorus and 0.27 Å for silicon, 0.51 Å in sum. Hartree-Fock 2p orbitals are somewhat larger, 0.26 and 0.28 Å, with a sum of 0.54 Å. The L shells can therefore overlap on both branches at 82°. That makes the loss plausible there but does not give its probability. Towards φ = 0 the slow branch needs smaller deflections, hence more distant passages. If the 300 eV is removed evenly by a radial force over the first 0.05 to 1 Å of separation after closest approach, zero deflection occurs at a closest approach of 0.56 to 0.89 Å. If it is removed by a drag along the relative velocity, the deflection is still 0.4° at 0.89 Å and only tends to zero at larger distances. These distances lie beyond the sum of the two mean radii, the smallest only just, so a fixed 300 eV loss is less plausible there than at 82°.

**The model beside an implanted crystal**

If the phosphorus is implanted into crystalline silicon, the struck lattice atom is neither free nor at rest. Debye theory with a rough Debye temperature of 640 K gives the atom at 300 K an effective temperature of 365 K, zero-point motion included. Each velocity component then has variance kT/M₂ at that temperature. Sampling 40,000 Gaussian velocities at fixed θ and Q spreads the recoil angle by 0.3° on the fast branch, 0.6° at the turning point and 1.1° on the slow branch (standard deviations). The value at the turning point is the blur of the edge itself; it is smaller than the 1.5° by which 82° lies below the edge. The energy spreads, 6 eV and 1.6 eV on the two branches, are far below their separation; these values hold at fixed θ. At a fixed φ of 82° the angular blur admits neighbouring θ and the peaks are much broader, with standard deviations of roughly 100 eV and 25 eV for a cross-section that varies smoothly with θ, but they remain distinct. A 100 eV electron, a rough Auger energy, could turn the slow recoil by about 0.4° if its whole momentum acted sideways. Binding matters more for that recoil: a rough displacement threshold of 15 eV is 37% of its energy, and the slow recoils listed at 70° and below lie under the threshold. The ratio E₀/(M₁c²) is 1.7 × 10⁻⁶, so relativity is negligible here. For this implant the edge is best read as a limit between about 82.5° and 84.7°, softened by thermal motion with a standard deviation of roughly 0.6°, for collisions with losses of 200 to 400 eV. Elastic collisions still fill the angles up to 90°.
